# Core-level plasmon satellites in a one-mode model: cumulant versus Dyson equation

### Plasmon satellites of a core level: cumulant against Dyson equation

When a photon ejects an electron from a core level of a simple metal, the valence electrons suddenly feel a positive charge. They screen it, which lowers the binding energy, and may be left with one or more plasmons, each removing a quantum $\omega$ from the photoelectron. One expects a main line and a ladder of satellites at multiples of $\omega$. For a single plasmon mode, a $G_0W_0$ self-energy inserted in the Dyson equation gives instead one satellite, too far from the main line, while the same self-energy used in a cumulant gives the ladder. A one-mode model shows why.

**Model.** Energies are in eV, $\hbar=1$, and the temperature is zero:

$$H=\varepsilon_0c^\dagger c+\omega b^\dagger b+g\,cc^\dagger(b+b^\dagger).$$

The level has no recoil, the plasmon is harmonic, and the coupling is linear and acts only while the hole exists. The photoelectron is not in the model, so the spectrum holds only the intrinsic losses of a suddenly created hole, not those the outgoing electron suffers on its way out. With the level filled the coupling vanishes, so the initial state is $c^\dagger|0\rangle$ with energy $\varepsilon_0$. Since $cc^\dagger$ commutes with $H$, the final states are eigenstates $|n\rangle_h$, with energies $E_n$, of $H_h=H_0+V$, where $H_0=\omega b^\dagger b$ and $V=g(b+b^\dagger)$. The removal spectrum is $A=\sum_n|{}_h\langle n|0\rangle|^2\,\delta(x+E_n)$, with $x$ the energy measured from $\varepsilon_0$. Two transforms of it are used:

$$f(t)=\int A\,e^{-ixt}dx=\langle0|e^{iH_ht}|0\rangle,\qquad G(x)=\langle0|(x+H_h)^{-1}|0\rangle .$$

The full propagator is $\langle c^\dagger c(t)\rangle=e^{-i\varepsilon_0t}f(t)$. For $\operatorname{Im}x>0$, $-i\int_0^\infty e^{-ipt}e^{ixt}dt=1/(x-p)$, so $G=-i\int_0^\infty f\,e^{ixt}dt$ and $A=-\operatorname{Im}G/\pi$. Let $a=g^2/\omega^2$ and $\Delta=g^2/\omega=a\omega$.

#### Exact spectrum

Define $B=b+g/\omega$, with $[B,B^\dagger]=1$. Then $\omega B^\dagger B=\omega b^\dagger b+g(b+b^\dagger)+\Delta$, so $H_h=\omega B^\dagger B-\Delta$ and $E_n=n\omega-\Delta$. Write $|0\rangle=\sum_nc_n|n\rangle_h$. Because $b|0\rangle=0$, $B|0\rangle=(g/\omega)|0\rangle$, which gives $\sqrt{n+1}\,c_{n+1}=(g/\omega)c_n$ and $c_n^2=c_0^2a^n/n!$; normalization fixes $c_0^2=e^{-a}$. The peaks are

$$x_n=\Delta-n\omega,\qquad w_n=e^{-a}a^n/n!,$$

and summing the exponential series,

$$f(t)=e^{-a}e^{-i\Delta t}\sum_n\frac{(ae^{i\omega t})^n}{n!}=\exp\!\big[a(e^{i\omega t}-i\omega t-1)\big].$$

#### One self-energy, two uses

Expand the resolvent with $R=(x+H_0)^{-1}$: $(x+H_h)^{-1}=R-RVR+RVRVR-\dots$. The vacuum average of $V$ is zero and $V|0\rangle=g|1\rangle$, so

$$G=\frac1x+\frac{\Sigma_2}{x^2}+O(g^4),\qquad\Sigma_2(x)=\frac{g^2}{x+\omega}.$$

This is the $G_0W_0$ self-energy. In $ig^2\int\frac{d\nu}{2\pi}G_0(x+\nu)\mathcal D(\nu)$, with $G_0=1/(x-i0)$ and $\mathcal D=1/(\nu-\omega+i0)-1/(\nu+\omega-i0)$, the only pole in the lower half-plane is $\nu=\omega$; closing there gives a factor $-2\pi i$ and the result $g^2G_0(x+\omega)$.

*Cumulant.* Put $f=e^{C}$ and require $1+C$ to reproduce $G$ to order $g^2$, so that $C$ is the transform of $\Sigma_2/x^2$. In partial fractions,

$$\frac{g^2}{x^2(x+\omega)}=\frac{a}{x+\omega}-\frac ax+\frac{\Delta}{x^2}.$$

The first coefficient is $g^2/x^2$ at $x=-\omega$, the last is $g^2/(x+\omega)$ at $x=0$, and the middle one must cancel the $1/x$ tail of the first. Since $1/(x-p)$ corresponds to $e^{-ipt}$, its $p$-derivative at $p=0$, namely $1/x^2$, corresponds to $-it$. Hence

$$C(t)=ae^{i\omega t}-a-i\Delta t,$$

which is the exact exponent, for every $g$. The three terms produce the satellites, the weight $e^{-a}$ and the shift $\Sigma_2(0)=\Delta$.

*Dyson.* Here $G=1/(x-\Sigma_2)=(x+\omega)/[x(x+\omega)-g^2]$. The denominator is quadratic, with roots $x_\pm=(-\omega\pm D)/2$, $D=\sqrt{\omega^2+4g^2}$. The residues are

$$Z_\pm=\frac{x_\pm+\omega}{x_\pm-x_\mp}=\frac{(\omega\pm D)/2}{\pm D}=\frac12\Big(1\pm\frac\omega D\Big).$$

There is one satellite, at distance $D>\omega$ from the quasiparticle.

#### Why the cumulant series stops

Write $e^{-iH_ht}=e^{-iH_0t}U(t)$ with $U=T\exp[-i\int_0^tV(t_1)dt_1]$ and $V(t)=g(be^{-i\omega t}+b^\dagger e^{i\omega t})$. Since $\langle0|e^{-iH_0t}=\langle0|$, $f^*=\langle0|U|0\rangle$. From $[b,b^\dagger]=1$,

$$[V(t_1),V(t_2)]=g^2\big(e^{-i\omega\tau}-e^{i\omega\tau}\big)=-2ig^2\sin\omega\tau,\qquad\tau=t_1-t_2 .$$

This is a number, so $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$ holds exactly for every pair of time slices. Later slices stand to the left and each carries $-i$, so

$$U=e^{-i\int V}\exp\Big[-\tfrac12\int_{t_1>t_2}[V(t_1),V(t_2)]\Big]=e^{\alpha b^\dagger-\alpha^*b}\exp\Big[ig^2\!\int_{t_1>t_2}\!\sin\omega\tau\Big],$$

with $\alpha=-ig\int_0^te^{i\omega t_1}dt_1$. The same identity gives $e^{\alpha b^\dagger-\alpha^*b}=e^{\alpha b^\dagger}e^{-\alpha^*b}e^{-|\alpha|^2/2}$, whose vacuum average is $e^{-|\alpha|^2/2}$. Folding the square of integration onto the triangle, $|\alpha|^2=2g^2\int_{t_1>t_2}\cos\omega\tau$. Therefore $\ln f^*=-g^2\int_{t_1>t_2}e^{-i\omega\tau}$, and conjugating,

$$\ln f=-g^2\!\int_0^t\!dt_1\frac{e^{i\omega t_1}-1}{i\omega}=-g^2\Big[-\frac{e^{i\omega t}-1}{\omega^2}+\frac{it}{\omega}\Big]=C(t).$$

No term beyond $g^2$ exists in $\ln f$. Physically, the hole is a classical source switched on at $t=0$: emitting one plasmon changes neither the hole nor the chance of emitting another, and independent events obey Poisson statistics. The weights $w_n$, of mean $a$, count the quanta $B^\dagger B$ of the displaced oscillator; the number $b^\dagger b$ at time $t$ is also Poisson distributed, but with mean $|\alpha|^2=2a(1-\cos\omega t)$.

#### Why the Dyson equation fails

The self-energy has no such termination. Solve $(x+H_h)\psi=|0\rangle$ in the plasmon number basis, where $G=\psi_0$. The rows are $x\psi_0+g\psi_1=1$ and $g\sqrt n\,\psi_{n-1}+(x+n\omega)\psi_n+g\sqrt{n+1}\,\psi_{n+1}=0$. With $T_n=-g\sqrt n\,\psi_n/\psi_{n-1}$, row 0 gives $G=1/(x-T_1)$, and row $n$ divided by $\psi_n$ reads $-ng^2/T_n+x+n\omega-T_{n+1}=0$. Thus

$$\Sigma=T_1=\cfrac{g^2}{x+\omega-\cfrac{2g^2}{x+2\omega-\cfrac{3g^2}{\ddots}}}.$$

Replacing $\Sigma$ by $\Sigma_2$ sets $T_2=0$, that is $\psi_2=0$. Dyson with $\Sigma_2$ is the exact solution of the model cut to at most one plasmon, a $2\times2$ matrix.

The misplacement is level repulsion with one partner missing. In second order, level $n$ of $H_h$ is raised by $ng^2/\omega$ through level $n-1$ and lowered by $(n+1)g^2/\omega$ through level $n+1$; the sum is $-\Delta$ for all $n$, so the spacing stays $\omega$. In the cut model level 0 still moves by $-\Delta$, but level 1 moves by $+\Delta$, having lost the $-2\Delta$ from level 2. This agrees with $D=\omega\sqrt{1+4a}\approx\omega+2\Delta$. The first omitted term, $\Sigma_4=2g^4/[(x+\omega)^2(x+2\omega)]$, is formally of order $g^4$ but has a double pole at $x=-\omega$: for $|x+\omega|\sim\Delta$, where the satellite lies, it is of order $\omega$, as large as $\Sigma_2$. It is the first correction in the expansion of $g^2/(x+\omega-T_2)$ in powers of $T_2$, with $T_2\approx2g^2/\omega=2\Delta$ near the satellite, and at weak coupling keeping $T_2$ in the denominator moves the satellite by $2\Delta$, an order-$g^2$ effect. Adding $\Sigma_4$ alone to $\Sigma_2$ is no repair: at weak coupling, with $x+\omega=s\Delta$, the Dyson equation becomes $s^2+s+2=0$, whose roots are complex. A small quasiparticle error therefore says little about the satellite.

The lowest sum rules do not reveal the fault either. With $m_k=\langle0|(-H_h)^k|0\rangle$, $H_h|0\rangle=g|1\rangle$ and $H_h^2|0\rangle=g^2|0\rangle+g\omega|1\rangle+\sqrt2g^2|2\rangle$, the overlaps give $m_0,\dots,m_3=1,\,0,\,g^2,\,-g^2\omega$, none involving $|2\rangle$. The first difference is the squared norm $m_4=g^2\omega^2+3g^4$, against $g^2\omega^2+g^4$ for Dyson.

As $a\to0$, $Z_-\to a$ and $D\to\omega$, and the methods agree. For $a\gg1$ Dyson gives two poles of weight near $\tfrac12$ separated by about $2g$, whereas the exact spectrum is a comb of spacing $\omega$ with mean 0 and variance $g^2$.

#### How large

The chosen model inputs are $\omega=5.8$ eV, $g=3.0$ eV, $\varepsilon_0=-32.0$ eV. Then $a=3.0^2/5.8^2=0.2675$, $\Delta=3.0^2/5.8=1.5517$ eV, $e^{-a}=0.7653$ and $D=\sqrt{5.8^2+4\cdot3.0^2}=8.3451$ eV, so $x_\pm=(-5.8\pm8.3451)/2$.

| peak | $x$ (eV) | $\varepsilon_0+x$ (eV) | weight |
|---|---|---|---|
| exact, $n=0$ | 1.552 | −30.448 | 0.7653 |
| exact, $n=1$ | −4.248 | −36.248 | 0.2047 |
| exact, $n=2$ | −10.048 | −42.048 | 0.0274 |
| exact, $n=3$ | −15.848 | −47.848 | 0.0024 |
| Dyson, main | 1.273 | −30.727 | 0.8475 |
| Dyson, satellite | −7.073 | −39.073 | 0.1525 |

The exact entries were confirmed by diagonalizing $H_h$ with up to 60 plasmons, the Dyson entries by numerical root finding. At $t=0.3\,\hbar/\mathrm{eV}$, $C=-0.3126-0.2018i$, and its exponential matches the numerical matrix exponential, $0.7167-0.1466i$. The quasiparticle is off by $-0.28$ eV, the satellite by $-2.82$ eV, and the spacing is too large by the factor $8.3451/5.8=1.44$; the estimate $\omega+2\Delta=8.90$ eV, which exceeds $D$ at every coupling because $\sqrt{1+4a}<1+2a$, is here 0.56 eV too large. Both spectra have $m_2=9.0$ eV$^2$ and $m_3=-52.2$ eV$^3$, while $m_4=3^2\cdot5.8^2+3\cdot3^4=545.76$ eV$^4$ against $383.76$ eV$^4$.

Spectra with a Lorentzian half-width of 0.2 eV were obtained by numerical Fourier integration of $e^{C}$ and from $G$ at complex $x$. At $x=-4.248$ eV the cumulant gives 0.327 eV$^{-1}$ and Dyson 0.003; at $-7.073$ eV the values are 0.002 and 0.243. At this coupling the Dyson satellite lies in the gap between the true first and second satellites; $x_->x_2$ holds for $a<2-\sqrt2\approx0.59$.

The peaks with $n\ge2$ hold only 0.030 of the weight, yet the two-plasmon state controls the position of the first satellite. Allowing at most $N=1,\dots,5$ plasmons gives spacings of 8.345, 6.443, 5.918, 5.815 and 5.801 eV.

#### What to do

Partial repairs of the Dyson route fall short. Placing the level inside $\Sigma$ at the quasiparticle energy, $\Sigma=g^2/(x-\Delta+\omega)$, gives the denominator $x(x-\Delta+\omega)-\Delta\omega=(x-\Delta)(x+\omega)$. The numerator $x-\Delta+\omega$ gives residues $\omega/(\omega+\Delta)=1/(1+a)$ and $a/(1+a)$. The main line is now exact, at 1.552 eV, but its weight is 0.789, and the single satellite at $-5.8$ eV, of weight 0.211, is $\omega(1+a)=7.35$ eV away. Full self-consistency, $\Sigma(x)=g^2G(x+\omega)$ by the same contour integral, iterates to the continued fraction with numerators $g^2,g^2,g^2,\dots$ in place of $g^2,2g^2,3g^2,\dots$, and so recovers half of $\Sigma_4$. It does give a ladder, but for the inputs above the main line is at 1.391 eV with weight 0.815, the first satellite is 7.04 eV away, and $m_4=g^2\omega^2+2g^4=464.76$ eV$^4$.

For a recoilless level coupled linearly to harmonic bosons the cumulant is the appropriate use of $\Sigma_2$. For many modes $H_h$ is a sum of commuting terms and the vacuum is a product, so the exponents add:

$$C(t)=\int d\nu\,\beta(\nu)\frac{e^{i\nu t}-i\nu t-1}{\nu^2},\qquad\beta(\nu)=\frac1\pi|\operatorname{Im}\Sigma_2(-\nu)|=\sum_qg_q^2\,\delta(\nu-\omega_q).$$

"One satellite" then means one per distinct mode frequency, since $M$ distinct frequencies make the Dyson denominator a polynomial of degree $M+1$. Adding a mode with $\omega_2=3.0$ eV, $g_2=1.0$ eV puts the exact main line at 1.885 eV with weight 0.685 and satellites at all sums of the two quanta below it, while Dyson has three poles, at 1.463, $-3.153$ and $-7.111$ eV. A sharp main line, of weight $\exp[-\int\beta\,\nu^{-2}d\nu]$, requires that integral to converge. In a real metal the electron-hole pairs, which a plasmon-only model leaves out, give $\beta\approx\kappa\nu$ at small $\nu$; the integral then diverges logarithmically, $|f|$ decays as $t^{-\kappa}$, and the main line becomes an asymmetric power-law edge with no delta weight.

Three points of bookkeeping matter when this formula is used. The variable $\nu$ must be measured from the pole of the $G_0$ used to build $\Sigma$, or the satellites are displaced. The term $-i\nu t$ already supplies the shift $\Delta$, so the prefactor must carry $\varepsilon_0$, not the quasiparticle energy. A $\Sigma$ dressed beyond a rigid shift of the level, such as the self-consistent one, adds $g^4$ terms that $\ln f$ does not contain.

Exactness rests on two facts used above: the commutator is a number, and $V$ is linear in $b$ and $b^\dagger$, which makes the vacuum average a Gaussian. The first alone is not enough. For two degenerate orbitals with $V=g\sigma_x(b+b^\dagger)+h\sigma_x$ the commutator is still a number, but each eigenvalue $\pm1$ of $\sigma_x$ adds $\pm h$ to the energies, so $f=e^{C}\cos ht$, whose logarithm does not stop at order $h^2$. The commutator is in general an operator if the hole recoils or changes orbital on emission, as in valence bands or multiplets (recoil on a strictly linear band, or a coupling $g\sigma_x(b+b^\dagger)$ between two degenerate orbitals, where $\sigma_x^2=1$, leaves it a number), if the coupling contains $(b+b^\dagger)^2$, or if the boson is anharmonic. The last case is instructive. Adding $Ub^\dagger b^\dagger bb=Un(n-1)$ leaves the states $|0\rangle$ and $|1\rangle$, hence $\Sigma_2$, $C$ and $m_0,\dots,m_4$, unchanged. But $m_5=-\langle v|H_h|v\rangle$, with $v=H_h^2|0\rangle$, changes by $-(\sqrt2g^2)^2\,2U=-4Ug^4$, which is $-162$ eV$^5$ for $U=0.5$ eV. Diagonalization then gives peaks at 1.521, $-4.705$ and $-11.780$ eV with weights 0.777, 0.205 and 0.017, while the cumulant still predicts the harmonic ladder. Nothing in $\Sigma_2$ signals this error; for a single mode, unequal satellite spacings or weights that depart from the Poisson law in the intrinsic spectrum $A$ do. Measured satellite weights also contain the extrinsic losses left out of the model, so they cannot be used for this test directly. The converse fails: a hole-induced term $\lambda b^\dagger b$ replaces $\omega$ by $\omega+\lambda$ in $H_h$ and gives a perfect Poisson ladder that the cumulant built with $\omega$ misses.

## Calculated quantities

```
inputs: omega = 5.8 eV, g = 3.0 eV, eps0 = -32.0 eV, eta = 0.2 eV
time unit hbar/eV = 0.6582 fs, period 2pi/omega = 0.7130 fs
a = 0.2675, Delta = 1.5517 eV, D = 8.3451 eV, exp(-a) = 0.7653
exact n=0: x = 1.5517 eV, E = -30.4483 eV, weight = 0.76526
exact n=1: x = -4.2483 eV, E = -36.2483 eV, weight = 0.20474
exact n=2: x = -10.0483 eV, E = -42.0483 eV, weight = 0.02739
exact n=3: x = -15.8483 eV, E = -47.8483 eV, weight = 0.00244
exact n=4: x = -21.6483 eV, E = -53.6483 eV, weight = 0.00016
t = 0.3 hbar/eV: C = -0.31259-0.20180i, <0|exp(iH_h t)|0> = 0.71670-0.14663i
symbolic: kappa_4 exact = g**2*omega**2 ; kappa_4 Dyson = -2*g**4 + g**2*omega**2
Dyson QP: x = 1.2725 eV, E = -30.7275 eV, weight = 0.84751
Dyson satellite: x = -7.0725 eV, E = -39.0725 eV, weight = 0.15249
spacing exact = 5.8000 eV, Dyson = 8.3451 eV, ratio = 1.4388
weak-coupling estimate omega + 2 Delta = 8.9034 eV
Dyson minus exact: QP -0.2792 eV, first satellite -2.8243 eV
total satellite weight exact = 0.23474, of which n>=2: 0.03000
moment m0: exact = 1.0000, Dyson = 1.0000 eV^0
moment m1: exact = -0.0000, Dyson = 0.0000 eV^1
moment m2: exact = 9.0000, Dyson = 9.0000 eV^2
moment m3: exact = -52.2000, Dyson = -52.2000 eV^3
moment m4: exact = 545.7600, Dyson = 383.7600 eV^4
cutoff N=1: QP x = 1.2725 eV, Z = 0.84751, spacing = 8.3451 eV
cutoff N=2: QP x = 1.5146 eV, Z = 0.78029, spacing = 6.4429 eV
cutoff N=3: QP x = 1.5483 eV, Z = 0.76695, spacing = 5.9181 eV
cutoff N=4: QP x = 1.5515 eV, Z = 0.76539, spacing = 5.8145 eV
cutoff N=5: QP x = 1.5517 eV, Z = 0.76527, spacing = 5.8012 eV
shifted Dyson: QP x = 1.5517 eV, Z = 0.78893
shifted Dyson: satellite x = -5.8000 eV, Z = 0.21107, spacing = 7.3517 eV
A(x=1.5517 eV): cumulant = 1.21835, Dyson = 0.45756 1/eV
A(x=1.2725 eV): cumulant = 0.41348, Dyson = 1.34900 1/eV
A(x=-4.2483 eV): cumulant = 0.32735, Dyson = 0.00298 1/eV
A(x=-7.0725 eV): cumulant = 0.00248, Dyson = 0.24347 1/eV
A(x=-10.0483 eV): cumulant = 0.04434, Dyson = 0.00151 1/eV
A(x=-15.8483 eV): cumulant = 0.00420, Dyson = 0.00031 1/eV
two modes: omega2 = 3.0 eV, g2 = 1.0 eV, exact QP x = 1.8851 eV, Z = 0.68479
two modes: Dyson poles x = 1.4632, -3.1526, -7.1106 eV
anharmonic U = 0.5 eV: kappa_5 change = -162.0 eV^5
anharmonic n=0: x = 1.5211 eV, weight = 0.77694
anharmonic n=1: x = -4.7053 eV, weight = 0.20514
anharmonic n=2: x = -11.7803 eV, weight = 0.01726
```
